\section*{Time response of nuclear forward scattering: dynamical beats and quadrupole beats, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: a single resonance line}

A nuclear state with a lifetime of 100 ns is excited in a slab of resonant thickness 20. The radiation that leaves the slab in the forward direction at first dies away with an apparent lifetime of 16.67 ns. After 80 ns its intensity is $4.9\times10^{-4}$ of the starting value, yet after 100 ns it has risen again to $3.7\times10^{-3}$. Free decay would give 0.449 and 0.368 at these times. Both the fast start and the revival follow from one fact: the nuclei radiate into a field that drives other nuclei further downstream.

\subsection*{Setting and assumptions}

A plane wave with carrier frequency $\omega_0$ and wave number $k$ travels along $z$ through a slab of thickness $L$. The carrier factor is $e^{i(kz-\omega_0 t_{\rm lab})}$, and $E$ denotes the slowly varying envelope. The time $t=t_{\rm lab}-z/c$ is counted at each depth from the arrival of the pulse. With the detuning $\Delta=\omega-\omega_0$, the transform convention is
\begin{equation}
E(t)=\int_{-\infty}^{\infty}\frac{d\Delta}{2\pi}\,e^{-i\Delta t}\tilde E(\Delta),\qquad
\tilde E(\Delta)=\int_{-\infty}^{\infty}dt\,e^{i\Delta t}E(t).
\end{equation}
The assumptions are these.

\begin{enumerate}
\item The excitation is weak, so the response is linear in the field.
\item The pulse is short compared with every time scale of the response. Its spectrum is then flat across the resonance, and the incident envelope may be taken as $\delta(t)$. A constant spectral amplitude multiplies the result.
\item The nuclei are identical and at rest, apart from the recoilless fraction $f$. There is no relaxation and no spread of resonance frequencies. The excited state decays in all channels together at the rate $\gamma=1/\tau$.
\item Only the forward wave matters; there is no Bragg reflection. Electronic absorption and refraction are constant over the narrow resonance and are divided out; their interference with the nuclear absorption is neglected.
\end{enumerate}

Let $n$ be the number of resonant nuclei per volume and $\sigma_0$ the peak resonant cross-section of one nucleus, before the factor $f$. Define
\begin{equation}
T=n\sigma_0 fL,\qquad b=\frac{T\gamma}{4}=\frac{T}{4\tau}.
\end{equation}
The thickness $T$ is a pure number and $b$ is a rate.

\subsection*{Lemma 1: transmission of the slab}

The field amplitude transmitted at detuning $\Delta$ is
\begin{equation}
R(\Delta)=\exp\!\left[-\frac{b}{\gamma/2-i\Delta}\right],\qquad |R(0)|^2=e^{-T}.
\label{eq:R}
\end{equation}

\paragraph{Proof.} Let $a(\Delta)$ be the forward-scattering amplitude of one nucleus: a unit incident wave produces the wavelet $a\,e^{ikr}/r$. A layer of thickness $dz$ contains $n\,dz\,2\pi\rho\,d\rho$ nuclei in a ring of radius $\rho$ around the axis. At a distance $z$ behind the layer, $r^2=z^2+\rho^2$, so $\rho\,d\rho=r\,dr$. The sum of the wavelets is
\begin{equation}
n\,dz\,2\pi a\int_z^\infty e^{ikr}dr=n\,dz\,\frac{2\pi i}{k}\,a\,e^{ikz}.
\end{equation}
The upper limit gives nothing because remote rings are suppressed by any slight absorption or by the finite beam. The forward value of $a$ may be used because the contribution comes from near the axis. Hence
\begin{equation}
\frac{d\tilde E}{dz}=\frac{2\pi i n}{k}\,a(\Delta)\tilde E .
\label{eq:layer}
\end{equation}
It follows that $d|\tilde E|^2/dz=-(4\pi n/k)\,\mathrm{Im}\,a\,|\tilde E|^2$. The loss must equal $n\sigma|\tilde E|^2$, where $\sigma$ is the total cross-section, so $\mathrm{Im}\,a=k\sigma/4\pi$. This is the optical theorem.

The amplitude of an excited nucleus decays as $e^{-\gamma t/2}$ after the excitation and vanishes before it. The transform of this response is
\begin{equation}
\int_0^\infty e^{i\Delta t-\gamma t/2}dt=\frac{1}{\gamma/2-i\Delta}.
\label{eq:pole}
\end{equation}
So $a$ is this function times a constant. Under assumption 4 the constant is purely imaginary: a real part would make $\mathrm{Im}\,a$, and with it the resonant cross-section taken alone, negative at large detuning on one side of the line. In real nuclei the electronic absorption supplies a positive background, and interference of internal conversion with the photoeffect can give a small real part. It makes $b$ complex and turns the zeros found below into minima above zero. The real part of the function is $(\gamma/2)/[(\gamma/2)^2+\Delta^2]$, and the peak value $\sigma(0)=\sigma_0f$ fixes the factor:
\begin{equation}
a(\Delta)=i\,\frac{k\sigma_0f}{4\pi}\,\frac{\gamma/2}{\gamma/2-i\Delta}.
\end{equation}
Insertion in (\ref{eq:layer}) gives $i\cdot i=-1$ and
\begin{equation}
\frac{d\tilde E}{dz}=-\frac{n\sigma_0f}{2}\,\frac{\gamma/2}{\gamma/2-i\Delta}\,\tilde E .
\end{equation}
Integration over $L$ turns the prefactor into $T\gamma/4=b$, which is (\ref{eq:R}). At $\Delta=0$ the exponent is $-2b/\gamma=-T/2$, and squaring gives $e^{-T}$. $\square$

Losses by internal conversion are contained in $\gamma$ and in the total cross-section. They absorb radiation but do not spoil the coherence of the forward wave.

\subsection*{Theorem 1: response of one line}

Under assumptions 1--4 the field behind the slab is, for $t\ge0$,
\begin{equation}
G(t)=\delta(t)-e^{-\gamma t/2}\sqrt{\frac bt}\,J_1\!\left(2\sqrt{bt}\right).
\label{eq:G}
\end{equation}
The delayed intensity $I(t)$, the squared modulus of the second term, has these properties:
\begin{align}
I(0^+)&=b^2,\\
\ln\frac{I(t)}{I(0^+)}&=-\gamma t-bt-\frac{(bt)^2}{12}-\frac{(bt)^3}{72}+O\big((bt)^4\big),
\label{eq:short}\\
I(t_k)&=0\quad\text{at}\quad t_k=\frac{j_{1,k}^2}{4b}=\frac{j_{1,k}^2\,\tau}{T},
\label{eq:zeros}
\end{align}
where $j_{1,k}$ is the $k$th positive zero of $J_1$. The initial decay rate is therefore
\begin{equation}
\gamma+b=\frac1\tau\left(1+\frac T4\right).
\label{eq:rate}
\end{equation}

What is proportional to the thickness is the excess over the natural rate. The whole rate is nearly proportional to $T$ when $T\gg4$.

\paragraph{Proof.} Put $p=\gamma/2-i\Delta$ and expand the exponential:
\begin{equation}
R=1+\sum_{m=1}^\infty\frac{(-b)^m}{m!\,p^m}.
\label{eq:orders}
\end{equation}
The term of order $m$ describes radiation scattered $m$ times on its way through the slab. Differentiating (\ref{eq:pole}) $m-1$ times with respect to $\gamma/2$ gives
\begin{equation}
\int_0^\infty \frac{t^{m-1}}{(m-1)!}\,e^{-\gamma t/2}e^{i\Delta t}dt=\frac1{p^m},
\end{equation}
because each derivative brings down $-t$ on the left and produces $-1,-2,\dots$ on the right. The term $1/p^m$ thus belongs to $t^{m-1}e^{-\gamma t/2}/(m-1)!$ for $t>0$ and to zero for $t<0$. The constant 1 belongs to $\delta(t)$. The delayed field is
\begin{align}
D(t)&=e^{-\gamma t/2}\sum_{m=1}^\infty\frac{(-b)^m t^{m-1}}{m!\,(m-1)!}\nonumber\\
&=-b\,e^{-\gamma t/2}\sum_{q=0}^\infty\frac{(-bt)^q}{q!\,(q+1)!},
\label{eq:series}
\end{align}
with $q=m-1$. Summing term by term is allowed: the integrals of the absolute values add up to $\sum_m(2b/\gamma)^m/m!=e^{2b/\gamma}-1$, which is finite. The Bessel series is
\begin{equation}
J_1(2x)=\sum_{q=0}^\infty\frac{(-1)^q x^{2q+1}}{q!\,(q+1)!}.
\end{equation}
With $x=\sqrt{bt}$ the sum in (\ref{eq:series}) is $J_1(2x)/x$. Since $b/\sqrt{bt}=\sqrt{b/t}$, equation (\ref{eq:G}) follows.

For short times let $y=bt$. The first terms of the sum are
\begin{equation}
S=1-\frac y2+\frac{y^2}{12}-\frac{y^3}{144}+\dots
\end{equation}
Using $\ln(1+\epsilon)=\epsilon-\epsilon^2/2+\epsilon^3/3-\dots$, the coefficient of $y^2$ in $\ln S$ is $1/12-1/8=-1/24$. The coefficient of $y^3$ is
\begin{equation}
-\frac1{144}+\frac12\cdot\frac1{12}-\frac13\cdot\frac18=-\frac1{144}.
\end{equation}
The intensity is $b^2e^{-\gamma t}S^2$, so these coefficients are doubled, which gives (\ref{eq:short}). Zeros of the intensity require $2\sqrt{bt}=j_{1,k}$, which gives (\ref{eq:zeros}). $\square$

\subsection*{Lemma 2: what happens inside the slab}

Let $\zeta=z/L$ be the fractional depth, and let $P(\zeta,t)$ be the coherent nuclear amplitude there, scaled so that a unit $\delta$ pulse creates $P=1$. The equations equivalent to Lemma 1 are
\begin{equation}
\frac{\partial E}{\partial\zeta}=-bP,\qquad
\frac{\partial P}{\partial t}=-\frac\gamma2P+E .
\label{eq:mb}
\end{equation}
Their solution behind the pulse is
\begin{equation}
P(\zeta,t)=e^{-\gamma t/2}J_0\!\left(2\sqrt{b\zeta t}\right).
\label{eq:J0}
\end{equation}

\paragraph{Proof.} The transform of the second equation gives $\tilde P=\tilde E/(\gamma/2-i\Delta)$, and the first then reproduces (\ref{eq:R}) at $\zeta=1$. Write $E=\delta(t)+e^{-\gamma t/2}g$ and $P=e^{-\gamma t/2}Q$. The finite field $g$ cannot change $P$ in an instant, so the $\delta$ pulse sets $Q(\zeta,0^+)=1$ at every depth. For $t>0$,
\begin{equation}
\frac{\partial g}{\partial\zeta}=-bQ,\qquad \frac{\partial Q}{\partial t}=g,\qquad g(0,t)=0 .
\end{equation}
Integrating both equations gives
\begin{equation}
Q(\zeta,t)=1-b\int_0^t\!dt'\int_0^\zeta\!d\zeta'\,Q(\zeta',t').
\end{equation}
Repeated insertion starts from 1, and each double integration turns $(\zeta t)^q$ into $(\zeta t)^{q+1}/(q+1)^2$. Hence
\begin{equation}
Q=\sum_{q=0}^\infty\frac{(-b\zeta t)^q}{(q!)^2}=J_0\!\left(2\sqrt{b\zeta t}\right).
\end{equation}
The exit field is $g(1,t)=-b\int_0^1Q\,d\zeta$. The integral of $\zeta^q$ is $1/(q+1)$, and $(q!)^2(q+1)=q!\,(q+1)!$, so the series (\ref{eq:series}) returns. $\square$

\paragraph{Remark on the speed-up.} From (\ref{eq:J0}), $\partial_tP=-(\gamma/2+b\zeta)P$ at $t=0^+$. Nuclei at the entrance decay at the natural rate. Those at depth $\zeta$ meet the field $-b\zeta$ radiated by the nuclei upstream, which opposes their own amplitude. The average of $b\zeta$ over the slab is $b/2$, and passing from amplitude to intensity doubles it. The constant $\gamma$ in the equation of motion has not changed; the speed-up is collective.

\paragraph{Remark on the beats.} At a zero of the exit field the depth integral of $Q$ vanishes although $Q=1$ at the entrance. Some layers must therefore radiate with opposite sign and cancel the others. The same beats can be read from the spectrum. With $p=-ix$, and the factor $e^{-\gamma t/2}$ taken out, the inverse transform contains $e^{-i(xt+b/x)}$. For $bt\gg1$ the main contributions come from points of stationary phase, where $t-b/x^2=0$, or $x=\pm\sqrt{b/t}$. Two frequencies on either side of the resonance interfere. Their distance $2\sqrt{b/t}$ shrinks with time, so dynamical beats become slower.

\subsection*{The numbers for one line}

For $T=20$ and $\tau=100$ ns, round values chosen for a model nucleus,
\begin{equation}
b=\frac{20}{4\times100\ \mathrm{ns}}=0.05\ \mathrm{ns}^{-1},\qquad
\gamma+b=0.06\ \mathrm{ns}^{-1},
\end{equation}
whose inverse is 16.67 ns. This rate describes the start of the decay. At $t=10$ ns, where $bt=0.5$, the first three terms of (\ref{eq:short}) give $-0.1-0.5-0.0208=-0.6208$. Fourier inversion of (\ref{eq:R}) gives $-0.6228$; the cubic term, $-0.0017$, accounts for most of the difference.

The first two zeros of the intensity are at
\begin{equation}
t_1=\frac{(3.83171)^2\times100\ \mathrm{ns}}{20}=73.41\ \mathrm{ns},\qquad t_2=246.09\ \mathrm{ns}.
\end{equation}
The value at 80 ns lies just behind the first zero, and by 100 ns the signal has grown out of it. That is the revival noted at the beginning.

Fourier inversion and a direct solution of (\ref{eq:mb}) both serve as tests of the Bessel formula. A further test uses the identity $R(0)=1+\int_0^\infty D\,dt$: for $T=2$ the square of the right side is 0.135335, equal to $e^{-2}$ in all printed digits.

The zeros need a uniform slab. If the thickness varies across the beam and the detector adds the intensities of different rays, their zeros fall at different times and the sum has minima above zero.

\section{Second half: the quadrupole doublet}

The first half considered a slab of resonant thickness $T$, natural decay rate $\gamma=1/\tau$ and $b=T\gamma/4$. With $p=\gamma/2-i\Delta$, a single line transmits the amplitude $R=e^{-b/p}$. The delayed field is $-e^{-\gamma t/2}\sqrt{b/t}\,J_1(2\sqrt{bt})$; its intensity starts at $b^2$, decays at first at the rate $\gamma+b$, and vanishes first at $t_1=j_{1,1}^2\tau/T$. Time is counted from the arrival of a short pulse, and frequency factors have the form $e^{-i\Delta t}$. In the example $\tau=100$ ns, $T=20$ and $b=0.05$ ns$^{-1}$.

Now the excited state has spin $3/2$ and the ground state spin $1/2$, the transition is magnetic dipole, and an electric field gradient acts on the nucleus. Two assumptions are added.

\begin{enumerate}
\setcounter{enumi}{4}
\item Every nucleus has the same field-gradient strength and asymmetry. There is no magnetic field, and the two ground states are equally populated.
\item Each ray crosses many small grains of random orientation. One grain alone changes the wave little, so the exponents of the grains add and may be averaged. The recoilless fraction is isotropic.
\end{enumerate}

\subsection*{Lemma 3: the splitting}

Let $V_{zz}$ be the largest principal component of the field gradient, $\eta$ its asymmetry, and $Q$ the quadrupole moment of the excited state. The doublet splitting is
\begin{equation}
\hbar\Omega=\frac{|eQV_{zz}|}{2}\sqrt{1+\frac{\eta^2}{3}} .
\end{equation}

\paragraph{Proof.} For spin $3/2$ the quadrupole Hamiltonian is
\begin{equation}
H=A\left[3I_z^2-\mathbf I^2+\eta(I_x^2-I_y^2)\right],\qquad A=\frac{eQV_{zz}}{12},
\end{equation}
with dimensionless spin operators and $\mathbf I^2=15/4$. The diagonal elements are $3A$ for $m=\pm3/2$ and $-3A$ for $m=\pm1/2$. Since $I_x^2-I_y^2=(I_+^2+I_-^2)/2$, the asymmetry connects states with $m$ differing by 2. Two raising steps from $m=-1/2$ to $3/2$ give the factors $2$ and $\sqrt3$, so the matrix element of $I_x^2-I_y^2$ is $\sqrt3$. The block for $m=3/2,-1/2$ is
\begin{equation}
A\begin{pmatrix}3&\sqrt3\,\eta\\ \sqrt3\,\eta&-3\end{pmatrix},
\end{equation}
with eigenvalues $\pm A\sqrt{9+3\eta^2}=\pm3A\sqrt{1+\eta^2/3}$. The block for $m=-3/2,1/2$ is the same. There are two levels, each twofold, separated by $6|A|\sqrt{1+\eta^2/3}$. The ground state has spin $1/2$ and no quadrupole splitting. $\square$

For a single line, the delayed intensity behind the slab starts with the decay rate $\gamma+b$ and vanishes at the times $t_k$, and an electric field gradient has been shown to split the spin-$3/2$ state into two levels separated by $\hbar\Omega$. It remains to find the weights of the two lines in a powder, the time response of the doublet, and the limits of the resulting formula.

All numerical values are calculated from the stated model.
